# Is a variational configuration-interaction barrier an upper bound?

**The argument under review.** A barrier for ligand exchange, M–X + H–Y → M–Y + H–X, has been computed by configuration interaction with single and double excitations (CISD). The argument runs: "CISD is variational. Each energy lies above the exact one, so their difference does too. The computed barrier of 1.62 eV is therefore a safe upper limit." The first claim about the energies is sound. Does the conclusion about their difference follow?

**What the variational principle supplies**

Fix a geometry \(g\), a Hamiltonian and a finite orbital space. Let \(|k\rangle\) be the exact eigenstates in that space, with energies \(E_0\le E_1\le\dots\), and expand a normalized trial state as \(|\Psi\rangle=\sum_k a_k|k\rangle\). Then

\[
\langle\Psi|H|\Psi\rangle-E_0=\sum_k|a_k|^2(E_k-E_0)\ge 0,
\]

because \(\sum_k|a_k|^2=1\) and no term is negative. "Exact" here means full configuration interaction (FCI) in the chosen orbitals. The lowest CI root therefore obeys

\[
E_{\rm CI}(g)=E_{\rm FCI}(g)+d(g),\qquad d(g)\ge0 .
\]

For a barrier \(B=E({\rm TS})-E({\rm R})\), where TS is the transition state and R the reactants, subtraction gives

\[
B_{\rm CI}-B_{\rm FCI}=d({\rm TS})-d({\rm R}).
\]

The reactant error enters with a minus sign. Setting each error in turn to its smallest value, zero, gives

\[
-d({\rm R})\le B_{\rm CI}-B_{\rm FCI}\le d({\rm TS}).
\]

The conclusion needs the further condition \(d({\rm TS})\ge d({\rm R})\), which the argument never establishes. Built from bounds on the separate energies, a guaranteed upper bound on the barrier would require an upper bound on \(E({\rm TS})\) and a lower bound on \(E({\rm R})\). The argument has two upper bounds.

This shows that the inference is invalid. Whether truncated CI produces both signs needs an example.

**A model that can be solved**

Give each of the four centres one orbital, and place four electrons in them. M and H have site energy \(+\Delta/2\), X and Y have \(-\Delta/2\). Two electrons on one site repel with energy \(U\). Electrons hop with amplitude \(-t\) within each separate reactant bond, and with \(-t'\) along all four edges of the ring M–X–H–Y that represents the transition state. Geometries are fixed, and the ring is assigned this role rather than located as a saddle point: "barrier" below means the energy difference between these two structures. If the hoppings are interpolated linearly from reactants to ring, the exact energy in the polar case below reaches about 1.76 eV at 0.84 of the way, above the ring's 1.63 eV; comparing the path maxima instead gives a joint CISD barrier error of −6.6 meV, the same sign as found below for the ring. The letters denote roles, not a particular compound.

*Reactants.* One bond holds two electrons. Its singlets are X², the covalent state

\[
|C\rangle=\tfrac1{\sqrt2}\left(c^\dagger_{M\uparrow}c^\dagger_{X\downarrow}+c^\dagger_{X\uparrow}c^\dagger_{M\downarrow}\right)|0\rangle,
\]

and M². Hopping moves either electron of X², giving \(-t\) times the bracket, which is \(-\sqrt2\,t|C\rangle\). The same holds for M². In the order X², C, M²,

\[
H_{\rm bond}=\begin{pmatrix}U-\Delta&-\sqrt2t&0\\-\sqrt2t&0&-\sqrt2t\\0&-\sqrt2t&U+\Delta\end{pmatrix}.
\]

The two bonds do not interact, so the exact reactant energy is twice the lowest root.

CISD is complete for one such bond, which has only two electrons to excite. It is incomplete for both bonds treated together. Let 0, S and D denote the unexcited, singly and doubly excited singlets of a bond. CISD keeps 00, S0, 0S, D0, 0D and SS, but omits SD, DS and DD.

The nonpolar case \(\Delta=0\) shows the resulting error in closed form. The bonding and antibonding orbitals have energies \(\mp t\), so D lies \(D=4t\) above 0; their repulsion energies are equal. The two states couple through

\[
K=U\sum_i g_i^2u_i^2=U\left(\tfrac14+\tfrac14\right)=\tfrac U2,
\]

where \(g_i\) and \(u_i\) are the orbital coefficients. S is odd under exchange of the two sites and does not mix. Relative to the mean-field energy, one bond has the matrix \(\begin{pmatrix}0&K\\K&D\end{pmatrix}\), whose lower root is \(D/2-\sqrt{D^2/4+K^2}\).

For two bonds in one CISD calculation, 00 couples to \((D0+0D)/\sqrt2\) with strength \(\sqrt2K\). Its lower root is \(D/2-\sqrt{D^2/4+2K^2}\). Subtracting twice the one-bond root gives

\[
d({\rm R})=2a-b-\frac D2,\quad a=\sqrt{\frac{D^2}{4}+K^2},\quad b=\sqrt{\frac{D^2}{4}+2K^2}.
\]

To find its sign, compare squares:

\[
(2a)^2-\left(b+\frac D2\right)^2=\frac{D^2}{2}+2K^2-Db=\left(b-\frac D2\right)^2>0
\]

for \(K\ne0\), where the last step used \(b^2=D^2/4+2K^2\). Hence \(d({\rm R})>0\). This is the size-consistency error of CISD. The formula gives the error of the lowest CISD root only for \(U<8t\). Joint CISD also contains the singlet built from one triplet on each bond, at energy 0, while the root used here has total energy \(U-2t-\sqrt{4t^2+U^2/2}\), which rises above 0 at \(U=8t\). Beyond that point \(d({\rm R})\) stays positive, because the exact energy is negative, but it is smaller than the formula.

With \(U=10\) eV and \(t=3\) eV, \(D=12\) eV and \(K=5\) eV, so \(d({\rm R})=2\sqrt{61}-\sqrt{86}-6=0.347\) eV. Diagonalizing the determinant matrices directly gives the same value. It refers to the spin-restricted reference, which is unstable for a nonpolar bond when \(U>2t\): here a spin-unrestricted solution lies 0.8 eV lower per bond, and CISD built on it gives \(d({\rm R})\approx0.43\) eV, again positive. The small-\(K\) expansion gives \(2K^4/D^3=0.72\) eV, about twice too large: these bonds are outside the weak-correlation regime.

*Transition state.* Use the combinations

\[
a_\pm=\frac{M\pm H}{\sqrt2},\qquad b_\pm=\frac{X\pm Y}{\sqrt2}.
\]

The four hops combine into \(-t'(M^\dagger+H^\dagger)(X+Y)+\text{h.c.}=-2t'(a_+^\dagger b_++\text{h.c.})\) for each spin. Thus \(a_-\) and \(b_-\) do not hop.

For the repulsion on M and H, let \(N_\sigma\) be their total occupation for spin \(\sigma\), and let \(x_\sigma=a_{+\sigma}^\dagger a_{-\sigma}+\text{h.c.}\) Then \(n_{M\sigma}=(N_\sigma+x_\sigma)/2\) and \(n_{H\sigma}=(N_\sigma-x_\sigma)/2\), so

\[
U(n_{M\uparrow}n_{M\downarrow}+n_{H\uparrow}n_{H\downarrow})=\frac U2(N_\uparrow N_\downarrow+x_\uparrow x_\downarrow).
\]

The cross terms cancel. X and Y give the same expression with \(b_\pm\). The second term moves a pair between the plus and minus orbitals with amplitude \(U/2\); when each of the two orbitals holds one electron and the spins are opposite, it exchanges their spins instead, a case that does not arise in the chain below. It vanishes if, for either spin, both orbitals are full or both are empty.

Exchanging M with H reverses \(a_-\), and exchanging X with Y reverses \(b_-\). The parity of the number of electrons in each is therefore conserved. Singlets with both numbers even form this chain, where s marks a singlet pair:

| State | Energy |
|---|---:|
| \(b_-^2b_+^2\) | \(2U-2\Delta\) |
| \(b_-^2(a_+b_+)_s\) | \(U-\Delta\) |
| \(b_-^2a_+^2\) | \(U\) |
| \((b_-^2a_-^2+a_+^2b_+^2)/\sqrt2\) | \(U\) |
| \(a_-^2b_+^2\) | \(U\) |
| \(a_-^2(a_+b_+)_s\) | \(U+\Delta\) |
| \(a_-^2a_+^2\) | \(2U+2\Delta\) |

The first two and last two links are hops of amplitude \(-\sqrt2(2t')=-2\sqrt2t'\). The two middle links are \(\sqrt2(U/2)=U/\sqrt2\), because each outer state couples equally to both members of the sum. The corresponding difference decouples.

The mean-field reference is \(b_-^2\phi^2\), with \(\phi=\cos\theta\,b_++\sin\theta\,a_+\). The occupations per spin are \((1+\cos^2\theta)/2\) on X and \(\sin^2\theta/2\) on M, so repulsion reduces the site splitting to

\[
\Delta_{\rm eff}=\Delta-U\cos^2\theta .
\]

If \(\Delta_{\rm eff}\) were zero or negative, \(\phi\) would have \(\cos^2\theta\le1/2\), which would imply \(\Delta_{\rm eff}\ge\Delta-U/2\). That is a contradiction when \(\Delta>U/2\), as in both cases below. Hence \(b_-\) lies below \(a_-\), as the reference requires.

Let \(\phi^*\) be the empty partner of \(\phi\). Once the \(b_-\) pair has moved to \(a_-\), the other pair can form \(\phi^2\), \((\phi\phi^*)_s\) or \(\phi^{*2}\). These are double, triple and quadruple excitations overall. CISD keeps the first and omits the other two. Reactants and transition state therefore both lose states, but different ones.

**Two transition states, two signs**

Keep \(U=10\) eV and \(t=3\) eV. The polar case has \(\Delta=12\) eV and \(t'=2\) eV; the loose case has \(\Delta=9\) eV and \(t'=1.5\) eV. For both, the lowest chain energy was tested against diagonalization of all 36 determinants, and they agree: −9.617 eV and −3.988 eV. Both reactant bonds are first treated in one joint calculation. Errors are relative to FCI, in meV:

| Case, method | \(d({\rm R})\) | \(d({\rm TS})\) | Barrier error |
|---|---:|---:|---:|
| Polar, HF | 743.5 | 313.6 | −430.0 |
| Polar, CISD | 17.0 | 10.8 | −6.3 |
| Polar, CISDT | 14.1 | 1.5 | −12.5 |
| Loose, HF | 1537.0 | 773.4 | −763.6 |
| Loose, CISD | 76.8 | 101.7 | +24.9 |
| Loose, CISDT | 67.1 | 23.4 | −43.7 |

HF is the spin-restricted Hartree–Fock reference, and CISDT adds triple excitations. For the loose reactants a spin-unrestricted solution lies about 3 meV lower; building CISD on it reduces the loose barrier error to about +11 meV without changing its sign. Every energy error is positive, yet the CISD barrier is too low in the polar case and too high in the loose one. Both \(\Delta\) and \(t'\) differ between the cases, so the change of sign cannot be assigned to either parameter alone.

The polar CISD barrier is \(-9.606-(-11.226)=1.620\) eV, while FCI gives \(-9.617-(-11.243)=1.626\) eV. The "safe upper limit" lies below the model's exact barrier. That this value matches the quoted 1.62 eV says nothing about the sign of the error for the manuscript's molecule; it shows only that a variational barrier of this size can be too low.

Nor do better energies guarantee a better barrier. Adding triples in the polar case lowers the transition-state energy by 9.25 meV but the reactant energy by only 2.98 meV. The barrier falls by about 6.3 meV, and its error doubles. In the loose case the same addition reverses the sign and enlarges the error. The small polar CISD error is a partial cancellation of 10.8 against 17.0 meV, so it is no measure of the accuracy of either energy.

**When the conclusion can be rescued**

Now change only the reactant protocol in the polar case, computing the two bonds separately and adding their energies. CISD is complete for each, so \(d({\rm R})=0\). The barrier becomes \(-9.6064-(-11.2434)=1.6370\) eV, which is 10.8 meV too high. Here it is an upper bound on the model's FCI barrier, because the reactant energy is exact. Real fragments with more than two correlated electrons generally have \(d({\rm R})>0\) under CISD even when computed separately, so the bound is no longer guaranteed.

At 550 K, \(k_{\rm B}T=47.4\) meV. With an unchanged prefactor, the joint-protocol error multiplies the predicted rate by \(\exp(6.25/47.4)=1.14\); the separate-fragment error multiplies it by \(\exp(-10.79/47.4)=0.80\).

**What the model leaves out**

The parameters are illustrative and were not fitted to any molecule. The loose barrier, 4.46 eV, is far too high for a practical thermal route and serves as a contrast.

Real molecules break the assumption that charges on neighbouring centres do not interact. Adding \(V(n_i-1)(n_j-1)\) on each bonded edge, with \(V=0.5\) eV, shifts the polar FCI barrier by −0.64 eV, about a hundred times the CISD error of the joint protocol. The like-charged pairs M···H and X···Y across the ring act the other way: giving them \(V/\sqrt2\), as for a square, reduces the shift to −0.27 eV, still about forty times that error. Even this \(V\) is modest: two bare unit charges 0.2 nm apart interact with about 7 eV. The model's absolute barriers are therefore not predictions for a compound. Nor are its signs: the same \(V\) leaves the polar CISD error near −6 meV but turns the loose one from +24.9 to about −9 meV with the edge terms alone, and to about +2 meV once the cross-ring terms are included.

Nuclear motion matters too. Complete loss of one stretch of roughly 3000 cm⁻¹ at the transition state would remove 0.19 eV of zero-point energy. For a barrier wavenumber of roughly 1000 cm⁻¹, the Wigner tunnelling factor is 1.29, equivalent to lowering the barrier by 12 meV. That formula is a leading correction in \(h\nu/k_{\rm B}T\), which is about 2.6 here, so it gives only a size. The next electronic state of the transition state lies 3.0 eV up in the polar case but only 0.32 eV up in the loose one. Both gaps far exceed \(k_{\rm B}T\), so thermal electronic excitation is negligible within the model. Orbital incompleteness, geometry relaxation and the surroundings remain outside it.

**Requested correction.** The manuscript should replace "upper limit" by "CISD estimate", state whether the reactants were computed jointly or separately, and support any claimed direction of error with evidence about both \(d({\rm R})\) and \(d({\rm TS})\). The full numerical output gives the energies behind the error table and the barriers quoted with it.

## Computed results

```
On-site repulsion U: 10.0 eV
Reactant hopping t: 3.0 eV
Nonpolar-bond CISD error, direct: 0.34688 eV
Nonpolar-bond CISD error, formula: 0.34688 eV
polar: delta = 12.0 eV, t_gate = 2.0 eV
polar HF: E_R = -10.49987 eV, E_TS = -9.30361 eV, barrier = 1.19626 eV
polar CISD: E_R = -11.22636 eV, E_TS = -9.60640 eV, barrier = 1.61996 eV
polar CISDT: E_R = -11.22934 eV, E_TS = -9.61564 eV, barrier = 1.61370 eV
polar FCI: E_R = -11.24340 eV, E_TS = -9.61719 eV, barrier = 1.62622 eV
polar HF: d_R = 0.74353 eV, d_TS = 0.31358 eV, barrier error = -0.42995 eV
polar CISD: d_R = 0.01704 eV, d_TS = 0.01079 eV, barrier error = -0.00625 eV
polar CISDT: d_R = 0.01406 eV, d_TS = 0.00154 eV, barrier error = -0.01252 eV
polar gate gap to next state: 3.0365 eV
loose: delta = 9.0 eV, t_gate = 1.5 eV
loose HF: E_R = -6.90710 eV, E_TS = -3.21425 eV, barrier = 3.69285 eV
loose CISD: E_R = -8.36726 eV, E_TS = -3.88594 eV, barrier = 4.48132 eV
loose CISDT: E_R = -8.37697 eV, E_TS = -3.96425 eV, barrier = 4.41272 eV
loose FCI: E_R = -8.44410 eV, E_TS = -3.98765 eV, barrier = 4.45644 eV
loose HF: d_R = 1.53700 eV, d_TS = 0.77340 eV, barrier error = -0.76360 eV
loose CISD: d_R = 0.07684 eV, d_TS = 0.10172 eV, barrier error = +0.02488 eV
loose CISDT: d_R = 0.06712 eV, d_TS = 0.02340 eV, barrier error = -0.04372 eV
loose gate gap to next state: 0.3198 eV
Polar reactants, separate-fragment CISD: -11.24340 eV
Polar CISD barrier, separate fragments: 1.63701 eV
Polar CISD error, joint reactants: -6.25 meV
Polar CISD error, separate fragments: +10.79 meV
Temperature: 550 K; kT = 47.40 meV
Rate factor from joint error: 1.1410 (no unit)
Rate factor from fragment error: 0.7964 (no unit)
Neighbour interaction used for estimate: 0.50 eV
Polar barrier shift from neighbours: -0.6421 eV
Rough lost-stretch wavenumber: 3000 cm^-1
Zero-point energy of that stretch: 0.1860 eV
Rough barrier wavenumber: 1000 cm^-1
Wigner tunnelling factor: 1.285 (no unit)
Equivalent barrier lowering: 11.89 meV
```
